# How Far Direct Perturbation Theory Converges for the Dirac 1s Energy

For a one-electron ion with nuclear charge $Z=80$, the nonrelativistic 1s energy plus its first relativistic correction is still about 60 hartree above the Dirac energy. Higher orders may repair this, but a finite list of corrections does not say whether the series converges or where it can be cut. Without the radius of convergence and a bound on the remainder, the size of the last correction alone does not bound the error.

The model is one electron in the field $V=-Z/r$ of a point nucleus at rest. Hartree atomic units are used, and $E$ is measured from the electron's rest energy. Direct perturbation theory expands in $\lambda=1/c^2$ about the Schrödinger limit. "Order $k$" means the term proportional to $c^{-2k}$, so order 0 is $-Z^2/2$. We seek the smallest $K$ for which the sum through order $K$ lies within $0.001$ hartree of the Dirac energy.

## A rough estimate

A nonrelativistic 1s electron has a typical speed $v\sim Z$. Relativistic corrections should therefore come in powers of

$$x=\frac{Z^2}{c^2}.$$

If all numerical coefficients were of similar size, the series would behave like a geometric one and fail near $x=1$, that is, $Z=c\approx137$.

The same guess gives a number of orders. Take the first omitted term to be $\tfrac12Z^2x^{K+1}$ and require it to be smaller than the tolerance $\epsilon=0.001$:

$$K+1>\frac{\ln(Z^2/2\epsilon)}{\ln(1/x)} .$$

With $c=137.035999$, so that $c^2=18778.8651$, the values of $x$ are $0.02130$, $0.13313$ and $0.34081$ for $Z=20$, 50 and 80. The right-hand side is

$$\frac{12.21}{3.85}=3.2,\qquad \frac{14.04}{2.02}=7.0,\qquad \frac{14.98}{1.076}=13.9 .$$

The middle quotient is $6.96$ before rounding, so the smallest integers $K$ are 3, 6 and 13. The estimate has guessed the coefficients and ignored all terms after the first omitted one. Both must now be calculated.

## The equations behind the expansion

For $s_{1/2}$ states, let $P$ and $Q$ be $r$ times the upper and lower radial functions. With a prime for $d/dr$, the Dirac equations are

$$c\left(P'-\frac Pr\right)=(E-V+2c^2)Q,\qquad
c\left(Q'+\frac Qr\right)=-(E-V)P .$$

The lower component vanishes as $c\to\infty$, so we scale it: $q=cQ$. Inserting $Q=q/c$ and dividing the first equation by $c$ gives

$$P'-\frac Pr=[2+\lambda(E-V)]q,\qquad
q'+\frac qr=-(E-V)P. \tag{1}$$

At $\lambda=0$ the first equation gives $q=\tfrac12(P'-P/r)$. The left side of the second is then

$$q'+\frac qr=\frac12\left(P''-\frac{P'}r+\frac P{r^2}+\frac{P'}r-\frac P{r^2}\right)=\frac12P'' ,$$

so $-\tfrac12P''+VP=EP$, the radial Schrödinger equation for an s state. The limit is regular, which is the purpose of the scaling.

To obtain the perturbation equations, rearrange (1) as

$$VP-\left(q'+\frac qr\right)=EP,\qquad
P'-\frac Pr-2q+\lambda Vq=\lambda Eq .$$

The parameter $\lambda$ appears on both sides: the perturbation changes the operator and also the metric that multiplies $E$. Write $E=E_0+\lambda E_1+\cdots$, expand $P$ and $q$ likewise, and collect the terms linear in $\lambda$. Multiply the upper equation by $P_0$, the lower by $q_0$, add and integrate. Integration by parts moves the derivatives from the first-order functions onto $P_0,q_0$, with vanishing boundary terms. The first-order functions then drop out because $P_0,q_0$ satisfy the zeroth-order equations. With $\int P_0^2\,dr=1$, what remains is

$$E_1=\int_0^\infty q_0^2(V-E_0)\,dr .$$

For $P_0=2Z^{3/2}re^{-Zr}$, we have $P_0'-P_0/r=-ZP_0$ and hence $q_0=-ZP_0/2$. Since $\langle V\rangle=-Z^2$ and $E_0=-Z^2/2$,

$$E_1=\frac{Z^2}{4}\left(-Z^2+\frac{Z^2}{2}\right)=-\frac{Z^4}{8}.$$

## Summing the series for 1s

Higher orders could be generated in the same way, but for this state the equations can be solved at finite $\lambda$. Define $u=q/P$. Differentiate the quotient and use (1) with $V=-Z/r$:

$$\begin{aligned}
u'&=\frac{q'}P-u\frac{P'}P\\
&=-\frac ur-E-\frac Zr-u\left[\frac1r+\left(2+\lambda E+\frac{\lambda Z}r\right)u\right]\\
&=-\frac{\lambda Zu^2+2u+Z}{r}-\left[E+(2+\lambda E)u^2\right].
\end{aligned}$$

The Schrödinger solution has constant $u=-Z/2$, which suggests trying a constant at finite $\lambda$. The $1/r$ part and the constant part must then vanish separately:

$$\lambda Zu^2+2u+Z=0,\qquad E(1+\lambda u^2)=-2u^2 .$$

The first condition gives $1+\lambda u^2=-2u/Z$. Inserting this in the second and dividing by $-2u$, which is nonzero because $Z\ne0$, yields $E=Zu$. Multiplying the first condition by $Z$ now gives

$$\lambda E^2+2E+Z^2=0 . \tag{2}$$

Its roots are $E=c^2(-1\pm\sqrt{1-x})$. The lower sign gives $-2c^2+Z^2/2+\cdots$, which diverges as $c\to\infty$ and has no Schrödinger limit. The upper sign tends to $-Z^2/2$ and is the required branch:

$$E=c^2\left(\sqrt{1-x}-1\right). \tag{3}$$

The wave function confirms that this is a bound state. From (1), with $u=E/Z$,

$$\frac{P'}P=\frac{1+\lambda E}{r}+\frac{E(2+\lambda E)}Z=\frac\gamma r-Z,\qquad \gamma=\sqrt{1-x},$$

where (2) was used in the last term. Thus $P\propto r^\gamma e^{-Zr}$, which is normalizable and has no node.

The Taylor series of (3) is the perturbation series. Expanding $r^\gamma e^{-Zr}$ in $\lambda$ produces functions $r(\ln r)^ke^{-Zr}$, which are square-integrable. The expanded solution satisfies the perturbation equations order by order, and for the nondegenerate 1s state in this symmetry those equations fix each energy coefficient.

There is one qualification at large charge. The other behaviour at the origin, $r^{-\gamma}$, becomes square-integrable there when $2\gamma<1$, or $Z>\sqrt3\,c/2\approx119$. Normalizability then no longer selects the solution, and the less singular one, $r^\gamma$, must be chosen explicitly. Equation (3) refers to that choice.

## The radius of convergence

In the binomial series of $\sqrt{1-x}$, the coefficient of $x^n$ is $(n-\tfrac32)/n$ times that of $x^{n-1}$ for $n\ge2$. The prefactor $c^2=Z^2/x$ lowers the power by one, so order $k$ corresponds to $n=k+1$. The energy terms $t_k$ therefore obey

$$t_0=-\frac{Z^2}{2},\qquad
\frac{t_k}{t_{k-1}}=x\,\frac{2k-1}{2k+2}. \tag{4}$$

For $k=1$ this gives $t_1=-Z^2x/8$, in agreement with $E_1/c^2$.

The ratio tends to $x$. The series converges for $x<1$ and diverges for $x>1$, so its radius in nuclear charge is $Z=c$. At fixed $Z$, the radius in the expansion parameter $1/c^2$ is $1/Z^2$.

The obstruction is a branch point. At $x=1$ the two roots of (2) meet at $E=-c^2$. A small circuit around this point changes the sign of $\sqrt{1-x}$ and exchanges the roots, so no single-valued power series can continue through it. Including the rest energy $c^2$, the total energy there is zero, midway between the two continua.

At $Z=c$ itself the series still converges, but very slowly. Let $p_n=\binom{2n}{n}/4^n$, so that $p_n=p_{n-1}(2n-1)/(2n)$. The difference $p_{n-1}-p_n=p_{n-1}/(2n)$ equals $\tfrac12$ for $n=1$ and has successive ratio $(2n-3)/(2n)$. It is thus the magnitude of the $n$th term divided by $c^2$. The sum of $n$ terms telescopes, and the remainder is

$$c^2p_n\approx\frac{c^2}{\sqrt{\pi n}}$$

by Stirling's formula. Reaching $0.001$ hartree would take $n\approx c^4/(\pi\epsilon^2)\approx1.1\times10^{14}$ terms.

Beyond the radius, early terms can mislead. At $Z=1.05c$, where $x=1.1025$, the ratio in (4) is below one through $k=15$ and above one afterwards. The terms shrink to about 404 hartree at order 15 and then grow without limit.

## Bounding the remainder

Let $R_K$ be the magnitude of the error after order $K$, and let $s=|t_{K+1}|$ be the first omitted term. All terms are negative, so the omitted terms add without cancellation. Their successive ratios start at $x(2K+3)/(2K+6)$, from (4) with $k=K+2$, and rise towards $x$. Comparison with two geometric series gives

$$\frac{s}{1-x\,\dfrac{2K+3}{2K+6}}<R_K<\frac{s}{1-x}. \tag{5}$$

The first omitted term alone is always smaller than the error for $0<x<1$.

For $Z=20$, repeated use of (4) gives

$$t_1=-200\,\frac x4=-1.065,\quad
t_2=t_1\frac x2=-0.01134,\quad
t_3=t_2\frac{5x}{8}=-0.000151$$

in hartree. After order 1 the error exceeds $|t_2|=11.3$ mhartree. After order 2 it is below $0.151/(1-0.0213)=0.154$ mhartree. Hence $K=2$.

For $Z=50$, five applications of (4) give $t_5=-2.144$ mhartree, so order 4 is insufficient. The next term is

$$|t_6|=2.144\times0.13313\times\frac{11}{14}=0.2243\ \text{mhartree},$$

and $R_5<0.2243/0.8669=0.259$ mhartree. Hence $K=5$.

For $Z=80$, ten applications give $t_{10}=-1.084$ mhartree, so order 9 is insufficient. Then

$$|t_{11}|=1.084\times0.34081\times\frac{21}{24}=0.323\ \text{mhartree},$$

and $R_{10}<0.323/0.6592=0.490$ mhartree. Hence $K=10$.

## Comparison with the rough estimate

Subtracting the partial sums from (3) gives the actual errors:

| $Z$ | Dirac energy (hartree) | rough $K$ | required $K$ | error at $K-1$ (mhartree) | error at $K$ (mhartree) |
|---|---:|---:|---:|---:|---:|
| 20 | −201.0765 | 3 | 2 | 11.50 | 0.153 |
| 50 | −1294.6261 | 6 | 5 | 2.40 | 0.252 |
| 80 | −3532.1921 | 13 | 10 | 1.55 | 0.463 |

The rough argument finds the correct radius but asks for too many orders, because it keeps the coefficient at $\tfrac12$. At $Z=80$ the coefficient of $Z^2x^{11}$ in $|t_{11}|$ is $0.00701$, smaller than $\tfrac12$ by a factor of 71. The terms after $t_{11}$ raise the error by a factor of only $0.463/0.323=1.43$. The net reduction is about 50, worth $\ln50/\ln(1/x)=3.6$ orders. This lowers the rough threshold for $K+1$ from 13.9 to 10.3, and the next integer, 11, gives $K=10$.

The growth of $K$ with $Z$ comes mainly from the slower decay of the terms. Between $Z=20$ and $Z=80$, the numerator $\ln(Z^2/2\epsilon)$ of the rough formula rises from 12.2 to 15.0, while the denominator $\ln(1/x)$ falls from 3.85 to 1.08.

These errors are measured against the point-nucleus Dirac energy. Finite nuclear size, nuclear recoil and radiative corrections lie outside the model, and adding orders in $1/c^2$ to this series does not supply them. For real ions they are not small on this scale. A uniformly charged nucleus with rms radius 3.48, 4.65 or 5.47 fm raises the 1s level by about 0.5, 72 or 2000 mhartree for $Z=20$, 50 and 80, and a 2% larger radius changes these shifts by 3 to 4%. The leading recoil term $Z^2/2M$ is about 3, 6 and 9 mhartree for mass numbers 40, 120 and 202. The 0.001 hartree target therefore measures convergence of the series, not agreement with a real ion. The required orders also apply to the 1s energy of one electron; they are not a convergence result for a many-electron atom.
